# Plasmon Damping Below the Critical Wave Vector: Two-Pair and Interband Decay

## Definitions and conventions

Hartree atomic units are used, at zero temperature. Jellium is an electron gas of density \(n\) in a uniform neutralizing background. Its Fermi wave vector is \(k_F=(3\pi^2n)^{1/3}\), its Fermi energy is \(E_F=k_F^2/2\), and its plasma frequency is \(\omega_p=\sqrt{4\pi n}\). The occupation \(n_{\mathbf k}\) is 1 for \(k<k_F\) and 0 otherwise, and \(\varepsilon_{\mathbf k}=k^2/2\).

The operator \(\rho_{\mathbf q}=\sum_i e^{i\mathbf q\cdot\mathbf r_i}\) adds momentum \(\mathbf q\). The dielectric function is \(\epsilon=1-(4\pi/q^2)\Pi\), where the proper polarization \(\Pi\) is the density response without the Coulomb component at the driving wave vector \(\mathbf q\). The random-phase approximation (RPA) takes for \(\Pi\) the response of independent electrons. The screened interaction of a GW calculation is \(W=4\pi/(q^2\epsilon)\), so a plasmon in \(W\) is a peak of \(-\mathrm{Im}\,\epsilon^{-1}\).

Let \(M_f\) be the matrix element of \(\rho_{\mathbf q}\) from the ground state to a state \(f\) at excitation energy \(\omega_f\), and let \(\Omega\) be the volume. As \(\Pi\) is the proper polarization, these are states of the system without the Coulomb component at \(\mathbf q\). Linear response gives, for \(\omega>0\),

\[
\epsilon_2\equiv\mathrm{Im}\,\epsilon=\frac{4\pi}{q^2}\,\frac{\pi}{\Omega}\sum_f|M_f|^2\,\delta(\omega-\omega_f). \tag{1}
\]

For weak damping and small \(q\), \(\epsilon\simeq1-\omega_p^2/\omega^2+i\epsilon_2\). Near \(\omega_p\) the real part is \(2(\omega-\omega_p)/\omega_p\), hence

\[
-\mathrm{Im}\frac1\epsilon\simeq\frac{\epsilon_2}{4(\omega-\omega_p)^2/\omega_p^2+\epsilon_2^2},\qquad \gamma=\omega_p\,\epsilon_2(\omega_p). \tag{2}
\]

The second relation holds because the peak falls to half its height at \(|\omega-\omega_p|=\omega_p\epsilon_2/2\); \(\gamma\) is the full width. The area under the peak, \(\pi\omega_p/2\), does not depend on \(\gamma\): damping spreads the plasmon in energy without changing its weight at this order.

## The undamped plasmon of jellium RPA

For free electrons, with \(x=\mathbf k\cdot\mathbf q+q^2/2\) the energy needed for \(\mathbf k\to\mathbf k+\mathbf q\),

\[
\Pi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,n_{\mathbf k}\left[\frac1{\omega-x+i0}-\frac1{\omega+x+i0}\right].
\]

An imaginary part requires \(\omega=\pm x\) for some occupied \(\mathbf k\). Since \(|x|\le qk_F+q^2/2\), there is none above this edge. For small \(q\) the bracket is \(2x/\omega^2\) to leading order. The term \(\mathbf k\cdot\mathbf q\) averages to zero, so \(\Pi_0\simeq nq^2/\omega^2\) and \(\epsilon\simeq1-\omega_p^2/\omega^2\). The plasmon thus starts at \(\omega_p\), above the edge, with zero width.

To find where it meets the edge, integrate over the component of \(\mathbf k\) perpendicular to \(\mathbf q\), which gives an area \(\pi(k_F^2-k_\parallel^2)\). The remaining integral yields

\[
\epsilon=1-\frac{L(a_-)-L(a_+)}{\pi q^3},\quad a_\pm=\frac{\omega}{q}\pm\frac q2,\quad
L(a)=2ak_F+(k_F^2-a^2)\ln\left|\frac{a+k_F}{a-k_F}\right| .
\]

I take \(r_s=4\), where \(r_s\) is the radius of the sphere holding one electron. Then \(n=3/(4\pi r_s^3)=0.00373\), \(k_F=0.480\), \(E_F=0.115\) and \(\omega_p=0.2165\) hartree. Solving \(\epsilon=0\) numerically on the edge gives the critical wave vector \(q_c=0.945\,k_F\).

It is tempting to conclude that RPA as such has no plasmon damping below \(q_c\). A crystal shows otherwise.

## Counter-example: RPA in a weak lattice

Let independent electrons move in a static periodic potential \(\sum_{\mathbf G}U_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\), with real \(U_{\mathbf G}\), weak enough for lowest order in \(U\). The polarization is still that of independent electrons. A transition from \(\mathbf k\) to \(\mathbf f=\mathbf k+\mathbf G+\mathbf q\) is now possible in two orders.

- If \(\mathbf q\) is absorbed first, the intermediate state is \(\mathbf k+\mathbf q\). Its denominator is \(\varepsilon_{\mathbf f}-\varepsilon_{\mathbf k+\mathbf q}=\omega-\mathbf k\cdot\mathbf q-q^2/2\), where \(\omega=\varepsilon_{\mathbf f}-\varepsilon_{\mathbf k}\).
- If the lattice acts first, the intermediate state is \(\mathbf f-\mathbf q\). Its denominator is \(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf f-\mathbf q}=-(\omega-\mathbf f\cdot\mathbf q+q^2/2)\).

Therefore

\[
M=U_{\mathbf G}\left[\frac1{\omega-\mathbf k\cdot\mathbf q-q^2/2}-\frac1{\omega-\mathbf f\cdot\mathbf q+q^2/2}\right]
=-\frac{U_{\mathbf G}\,\mathbf G\cdot\mathbf q}{\omega^2}+O(q^2). \tag{3}
\]

The terms \(1/\omega\) cancel, and the linear terms leave \((\mathbf k-\mathbf f)\cdot\mathbf q=-\mathbf G\cdot\mathbf q+O(q^2)\). In (1), \(|M|^2\propto q^2\) cancels the Coulomb factor \(1/q^2\), so \(\epsilon_2\) stays finite at \(q=0\).

To evaluate it, include a factor 2 for spin and let \(q\to0\):

\[
\epsilon_2=\sum_{\mathbf G}\frac{8\pi^2U_{\mathbf G}^2(\mathbf G\cdot\hat{\mathbf q})^2}{\omega^4}
\int\!\frac{d^3k}{(2\pi)^3}\,n_{\mathbf k}(1-n_{\mathbf k+\mathbf G})\,\delta\!\left(\omega-\mathbf k\cdot\mathbf G-\tfrac12G^2\right).
\]

The delta function fixes the component of \(\mathbf k\) along \(\mathbf G\) at \(\kappa_G=(\omega-G^2/2)/G\) and gives a factor \(1/G\). For \(\omega>E_F\) the final state is empty, since its energy is at least \(\omega\). The occupied initial states then fill a disc of area \(\pi(k_F^2-\kappa_G^2)\). The factors of \(\pi\) cancel:

\[
\epsilon_2(\omega)=\sum_{|\kappa_G|<k_F}\frac{U_{\mathbf G}^2\,G\,(k_F^2-\kappa_G^2)(\hat{\mathbf G}\cdot\hat{\mathbf q})^2}{\omega^4}. \tag{4}
\]

Take a body-centred cubic lattice with one electron per site. The cubic cell holds two electrons, so \(a=(2/n)^{1/3}=8.124\) bohr. The twelve shortest reciprocal vectors have \(G=2\pi\sqrt2/a=1.094\). Let \(U=0.01\) hartree on these twelve. Then

\[
\kappa_G=\frac{0.2165-0.598}{1.094}=-0.349,
\]

which lies inside the Fermi sphere. By cubic symmetry \(\sum(\hat{\mathbf G}\cdot\hat{\mathbf q})^2=12/3=4\), and

\[
\epsilon_2(\omega_p)=\frac{4\,(0.01)^2(1.094)(0.2302-0.1217)}{(0.2165)^4}\approx0.0216 .
\]

The width at \(q=0\) is \(\gamma=0.2165\times0.0216=0.0047\) hartree, or 0.127 eV. This is RPA damping at a wave vector where jellium RPA has none.

To check the formula for one reciprocal vector, keep a single pair \(\pm\mathbf G\) with the field along \(\mathbf G\), hold \(E_F\) at its free-electron value, and diagonalize the Bloch Hamiltonian in nine plane waves. The resulting \(\epsilon_2(\omega_p)\) exceeds the lowest-order value by 0.9% at \(U=0.01\) hartree.

Higher orders matter more in the full lattice. For a single pair, a shift of the origin by half a period reverses the sign of \(U\), so the relative correction starts at \(U^2\). Among the twelve vectors, two can add up to a third, and two weak scatterings then interfere with a single one. This gives a relative correction linear in \(U\). Diagonalizing with all twelve components in 43 plane waves, with the free Fermi sphere kept occupied and the delta function broadened by a Gaussian of width 0.004 to 0.01 hartree, puts \(\epsilon_2(\omega_p)\) 26 to 28% below the lowest-order value at \(U=0.01\) hartree and 27 to 29% above it at \(U=-0.01\) hartree, the ranges coming from the broadening. Enlarging the basis to 79 plane waves leaves these figures unchanged. The width of 0.127 eV is therefore a lowest-order estimate; the existence of the damping is not affected.

The damping has a condition. The plasma frequency must lie between \(G^2/2-Gk_F\) and \(G^2/2+Gk_F\), here 0.073 and 1.123 hartree. A potential on the next shell, \(G=1.547\), would not contribute at this order: there \(\kappa_G=-0.633\), outside the Fermi sphere. If no vertical transition is allowed at \(\omega_p\), this mechanism gives no width.

Equation (4) leaves out local fields, the induced potentials at wave vectors \(\mathbf q+\mathbf G\). To lowest order in \(U\), they do not remove the damping. At \(q\to0\) the drive is uniform, and in the frame that accelerates with it the electrons see the lattice of ions shaking. The perturbation is proportional to the bare lattice potential, screened at frequency \(\omega\) by \(\epsilon(G,\omega)\). If \(U_{\mathbf G}\) is the bare potential screened statically in RPA, amplitude (3) is multiplied by \(\epsilon(G,0)/\epsilon(G,\omega)\). This factor changes the number and is not evaluated here, but it is not zero.

## The correct general statement

1. In jellium, RPA gives an undamped plasmon for \(0<q<q_c\), because its polarization contains single free pairs alone.
2. In a crystal, RPA gives a finite width at \(q=0\) when allowed interband transitions exist at \(\omega_p\). It vanishes as \(U^2\) when the lattice is switched off.
3. In jellium with electron–electron scattering in the polarization, decay into two pairs gives \(\gamma=Cq^2\) with \(C>0\) as \(q\to0\), at lowest order in the scattering interaction.

The missing width at finite \(q\) in jellium is thus a defect of RPA. The missing width at \(q=0\) is a property of jellium, and the two-pair process does not change it. The third item remains to be proved.

## Proof of the \(q^2\) law

**The amplitude.** Let two electrons go from \(\mathbf k_1,\mathbf k_2\) to \(\mathbf k_1',\mathbf k_2'\), and let \(\mathbf p_i=\mathbf k_i'-\mathbf k_i\), with \(\mathbf p_1+\mathbf p_2=\mathbf q\). They interact through \(v(\mathbf p)\), which depends on \(|\mathbf p|\) alone. To first order in \(v\) the matrix element is \(T/\Omega\). Electron 1 can absorb \(\mathbf q\) before or after the collision, and so can electron 2. The denominators follow as for the lattice:

\[
T=v(\mathbf p_2)\left[\frac1{\omega-\mathbf k_1\cdot\mathbf q-\frac{q^2}2}-\frac1{\omega-\mathbf k_1'\cdot\mathbf q+\frac{q^2}2}\right]+(1\leftrightarrow2). \tag{5}
\]

The Fermi sea does not alter this sum. Suppose \(\mathbf k_1+\mathbf q\) is occupied, so that electron 1 cannot absorb \(\mathbf q\) first. Then the collision can first lift the electrons at \(\mathbf k_1+\mathbf q\) and \(\mathbf k_2\) to \(\mathbf k_1'\) and \(\mathbf k_2'\), after which the drive moves \(\mathbf k_1\) into the vacancy. The denominator of this route is \(-(\omega-\mathbf k_1\cdot\mathbf q-q^2/2)\). The creation and annihilation operators of \(\mathbf k_1+\mathbf q\) now occur in reverse order, which gives another minus sign, so the blocked term is replaced by an equal one. An occupied \(\mathbf k_1'-\mathbf q\) is handled in the same way, with the drive first moving that electron to \(\mathbf k_1'\) and the collision refilling its state.

**Expansion in \(q\).** The terms \(1/\omega\) cancel within each bracket. At order \(1/\omega^2\) the first bracket contributes

\[
\mathbf k_1\cdot\mathbf q-\mathbf k_1'\cdot\mathbf q+q^2=\mathbf q\cdot(\mathbf q-\mathbf p_1)=\mathbf q\cdot\mathbf p_2 .
\]

With \(g(\mathbf p)=v(\mathbf p)\,\mathbf q\cdot\mathbf p\), both electrons together give \(g(\mathbf p_2)+g(\mathbf p_1)\). Write \(\mathbf p_1=\mathbf p\) and \(\mathbf p_2=\mathbf q-\mathbf p\). Since \(g\) is odd,

\[
g(\mathbf p)-g(\mathbf p-\mathbf q)=(\mathbf q\cdot\nabla_{\mathbf p})g+O(q^3)
=q^2v+(\mathbf q\cdot\mathbf p)(\mathbf q\cdot\nabla v)+O(q^3).
\]

The order-\(q\) parts cancel because the electrons receive opposite momenta from their mutual force.

At order \(1/\omega^3\) it suffices to set \(\mathbf k_1'=\mathbf k_1+\mathbf p\) and \(\mathbf k_2'=\mathbf k_2-\mathbf p\):

\[
(\mathbf k_1\cdot\mathbf q)^2-(\mathbf k_1'\cdot\mathbf q)^2+(\mathbf k_2\cdot\mathbf q)^2-(\mathbf k_2'\cdot\mathbf q)^2
=-2(\mathbf p\cdot\mathbf q)(\mathbf K\cdot\mathbf q),\quad \mathbf K=\mathbf k_1-\mathbf k_2+\mathbf p .
\]

Higher orders in \(1/\omega\) carry at least \(q^3\). Energy conservation at \(q\to0\) reads \(\omega=\mathbf k_1\cdot\mathbf p-\mathbf k_2\cdot\mathbf p+p^2=\mathbf p\cdot\mathbf K\). Hence \(T=q^2A/\omega^2\), with

\[
A=v+(\hat{\mathbf q}\cdot\mathbf p)(\hat{\mathbf q}\cdot\nabla v)-\frac{2v(\hat{\mathbf q}\cdot\mathbf p)(\hat{\mathbf q}\cdot\mathbf K)}{\omega}. \tag{6}
\]

**Exchange and spin.** Interchanging \(\mathbf k_1'\) and \(\mathbf k_2'\) sends \(\mathbf p\to-\mathbf K\) and \(\mathbf K\to-\mathbf p\). As \(A\) is unchanged when both vectors change sign, the exchange amplitude \(A_x\) is \(A\) with \(\mathbf p\) and \(\mathbf K\) swapped.

For equal spins the amplitude is \(A-A_x\). A free sum over momenta counts each initial and each final pair twice, so it carries a factor \(\tfrac14\). The two spin directions give \(\tfrac12(A-A_x)^2\), which integrates to the same value as \(A^2-AA_x\) after relabelling. Opposite spins add \(A^2\). Inserting this in (1) and using (2),

\[
C=\frac{4\pi^2}{\omega_p^3}\int\!\frac{d^3k_1\,d^3k_2\,d^3p}{(2\pi)^9}\,F\,(2A^2-AA_x)\,\delta(\omega_p-\mathbf p\cdot\mathbf K), \tag{7}
\]

where \(F=n_{\mathbf k_1}n_{\mathbf k_2}(1-n_{\mathbf k_1+\mathbf p})(1-n_{\mathbf k_2-\mathbf p})\). The volume factors cancel: \(1/\Omega\) from (1), \(1/\Omega^2\) from the squared amplitude and \(\Omega^3\) from three momentum sums.

**Sign and existence.** Symmetrizing the integrand in \(A\) and \(A_x\) turns \(2A^2-AA_x\) into \(\tfrac12(A^2+A_x^2)+\tfrac12(A-A_x)^2\ge0\). Final states exist for every \(\omega_p>0\): two electrons with opposite momenta just inside the Fermi surface can scatter to opposite momenta outside it, each gaining \(\omega_p/2\). Their momentum transfer \(\mathbf p\) can be perpendicular to \(\hat{\mathbf q}\), where (6) gives \(A=v\neq0\), and by continuity \(A\) is nonzero for neighbouring final states too. Thus \(C>0\). The integral is finite even for the bare Coulomb interaction. With \(d=(\mathbf k_1-\mathbf k_2)\cdot\hat{\mathbf p}\), energy conservation gives

\[
p=\tfrac12\left(-d+\sqrt{d^2+4\omega_p}\right), \tag{8}
\]

and \(|d|\le2k_F\) keeps \(p\) away from both zero and infinity. Then \(K\ge\omega_p/p\) also stays away from zero. This completes the proof.

## Where the cancellation fails

A single term of (5) is of order \(q^0\), the two terms of one electron sum to order \(q\), and all four sum to order \(q^2\). By (1) the corresponding \(\epsilon_2\) scales as \(q^{-2}\), \(q^0\) and \(q^2\).

This matters when GW propagators are inserted into the polarization. In the direct scattering terms, the square of one term is a self-energy insertion. The product of the two terms of one electron is a vertex correction, and products between different electrons connect two electron loops. Dressed propagators without the other two classes retain the squares alone, and therefore give jellium a false \(\epsilon_2\) that diverges as \(q^{-2}\) for \(q\to0\).

The law also needs parabolic dispersion with one common mass. With masses \(m_1\) and \(m_2\), the order-\(q\) part of \(T\) becomes \(v\,(\mathbf q\cdot\mathbf p)(1/m_2-1/m_1)/\omega^2\). Momentum is still conserved, but the current is not, and \(\epsilon_2\) is finite at \(q=0\), as in the lattice.

## Size of the two-pair width

I evaluate (7) at \(r_s=4\) by quasi-random sampling of \(\mathbf k_1\), \(\mathbf k_2\) and \(\hat{\mathbf p}\), with \(p\) from (8) and an analytic average over \(\hat{\mathbf q}\). The sampling uncertainty is a few tenths of a percent, so the last digit of each coefficient below is uncertain. Two interactions are used: the bare \(4\pi/p^2\), and the statically screened \(4\pi/(p^2+\kappa^2)\) with the Thomas–Fermi value \(\kappa^2=4k_F/\pi\), so \(\kappa=0.782\).

- Bare: \(C=0.983\) hartree bohr². At \(q=0.2k_F=0.0960\), \(\gamma=0.983\times(0.0960)^2\approx0.0091\) hartree, or 0.25 eV.
- Screened: \(C=0.0182\) hartree bohr². At the same \(q\), \(\gamma\approx0.00017\) hartree, or 0.005 eV.

The factor of about 54 between them means that at this density lowest order establishes the power law but not a reliable magnitude. Dynamical screening is absent from both, and the two values are not bounds.

Without exchange the coefficients would be 1.238 and 0.0335, so exchange leaves 79% and 54% of them. A limiting case helps to read this. For a contact interaction, \(v\) is constant, (6) is symmetric in \(\mathbf p\) and \(\mathbf K\), and \(A_x=A\). Equal spins then do not scatter, and exactly half of the direct result remains. The screened interaction varies less with \(p\) than the bare one, and its 54% is the nearer of the two to this limit.

The range of the \(q^2\) law can be judged by using (5) unexpanded, with energy conservation at finite \(q\) and the frequency held at \(\omega_p\). At \(q=0.2k_F\) this gives 1.13 times the leading law for the bare interaction and 1.09 times for the screened one. The plasmon itself has by then risen to 0.2195 hartree, where \(\epsilon_2\) is smaller. Evaluated there, with the actual slope of the real part of \(\epsilon\), the width is 1.04 and 1.03 times the leading law.

For \(W\) the consequence is direct. Built from jellium RPA, it has an infinitely sharp plasmon line below \(q_c\). Built from crystal RPA, it already carries the interband width, estimated here as 0.127 eV at \(q=0\) to lowest order in \(U\) and without local fields, while the two-pair width requires scattering processes that RPA omits.
